\section*{Choosing the field step when tracking donor ionization by overlap}

\section{What the setting can do wrong}

A gate field pulls the electron of a donor towards a silicon/oxide interface. A calculation raises the field in steps and, at each step, follows the eigenstate that most resembles the previous one. Suppose that the donor lies 20 nm below the interface and that a step of 2.5 kV/cm is centred on the transfer field. The two-level formula derived below then gives a best squared overlap of about 0.996. The tracker reports near-perfect continuity, yet it has moved from the lowest level to the next one. It continues to follow an electron on the donor while the ground state already sits at the interface, so the ionization is missed.

A high overlap therefore does not say which state has been followed. The answer depends on the field step relative to the width of the avoided crossing. That width follows from two numbers: the smallest splitting $g$ and the rate $\kappa$ at which the field separates the two charge configurations.

\section{The model}

Let $z>0$ be silicon, $z=0$ the interface, and $\rho=0,\ z=d$ the donor. We use one envelope function for the valleys along $z$, with transverse mass $m_t$ and longitudinal mass $m_l$. The oxide is thick and impenetrable, and the field $F$ is uniform. With $a_{t,l}=\hbar^2/2m_{t,l}$,
\begin{equation}
H=-a_t\nabla_\rho^2-a_l\partial_z^2-\frac{C}{r}-\frac{CQ}{r'}+\frac{CQ}{4z}+eFz,
\qquad \psi(z=0)=0 .
\label{H}
\end{equation}
Here $C=e^2/4\pi\varepsilon_0\epsilon_s$, and $r$ and $r'$ are the distances to the donor and to its mirror point $z=-d$. Since $eFz$ grows with depth, $F>0$ pulls the electron to the interface. A field of 10 kV/cm gives a force of 1 meV/nm.

The factor $Q$ follows from electrostatics. For a charge $q$ at the donor site, write the potential as $q/(4\pi\varepsilon_0)$ times $(1/r+Q/r')/\epsilon_s$ in silicon and $p/r$ in the oxide. At $z=0$ we have $r=r'$, $\partial_z(1/r)=d/r^3$ and $\partial_z(1/r')=-d/r^3$. Continuity of the potential and of $\epsilon\,\partial_z\phi$ gives
\begin{equation}
\frac{1+Q}{\epsilon_s}=p,\qquad 1-Q=\epsilon_{ox}\,p
\quad\Rightarrow\quad Q=\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}} .
\end{equation}
For $\epsilon_s=11.7$ and $\epsilon_{ox}=3.9$, $Q=0.5$. The donor's image is positive and attracts the electron. The electron's own image is negative, lies a distance $2z$ away and repels it. The work done against this force is $\int_z^\infty CQ/(2s)^2\,ds=CQ/4z$, which is the self-image term in (\ref{H}).

The Hamiltonian is unchanged by rotation about the $z$ axis, so states of different angular momentum $m$ do not mix. We treat $m=0$, which contains the donor ground state.

\section{The mesh and the transfer of states}

Multiply $H\psi=E\psi$ by a test function $v$ and by $2\pi\rho$, and integrate the derivatives by parts. The boundary term on the axis vanishes because $\rho=0$ there, and those on the other sides vanish because $v=0$. Hence
\begin{equation}
\int 2\pi\rho\,(a_t\,\partial_\rho v\,\partial_\rho\psi+a_l\,\partial_z v\,\partial_z\psi+Vv\psi)\,d\rho\,dz
=E\int2\pi\rho\,v\psi\,d\rho\,dz .
\end{equation}
Quadratic functions on triangles turn this into $(H_0+FZ)u=EMu$. The matrices $H_0$, $Z$ and $M$ do not depend on $F$ while the mesh is fixed.

A triangle is refined by joining the midpoint of one edge to the opposite vertex. Neighbours are cut as well until no midpoint is left hanging. A quadratic function on a triangle is still quadratic on each of its parts. The old state therefore belongs to the new space, and a matrix $P$ that evaluates it at the new nodes transfers it without approximation. The overlap across a mesh change is
\begin{equation}
O_j=u_{\rm old}^{T}P^{T}M\,u_j .
\end{equation}
This requires that the mesh is only refined during the sweep. Coarsening would bring in a projection error that the tracker could mistake for a change of state.

To decide where to refine, take a normalized approximate state $u$ of energy $E$ and add a small multiple $t$ of a function $\varphi_i$ from a finer mesh. With $r_i=\langle\varphi_i|H-E|u\rangle$ and $D_i=\langle\varphi_i|H-E|\varphi_i\rangle$, the Rayleigh quotient changes by
\begin{equation}
E(t)-E=\frac{2tr_i+t^2D_i}{\|u+t\varphi_i\|^2}\simeq 2tr_i+t^2D_i .
\end{equation}
The term $\langle u|H-E|u\rangle$ is zero because $E$ is the Rayleigh quotient of $u$. The minimum lies at $t=-r_i/D_i$ and lowers the energy by $r_i^2/D_i$. For a narrow function the kinetic part $T_i$ dominates $D_i$, since it grows as the inverse square of the width. The indicator is therefore $r_i^2/T_i$, an energy that can be compared with a tolerance.

The sum over functions is an estimate, not a bound, because overlapping functions are counted separately. For the hydrogen atom it came to 0.80 of the true energy error. The adaptive mesh reached an error of $1.1\times10^{-4}$ hartree with 1138 unknowns; a uniform mesh with 8128 unknowns gave $-5.1\times10^{-4}$ hartree. The negative sign shows that the uniform result is not an upper bound. The quadrature integrates the kinetic and overlap terms exactly, so the inexact integration of the Coulomb term is responsible. A mesh that is coarse at the donor can thus fail in either direction.

\section{Two levels near the transfer}

Let $F^*$ be the field at which the splitting of the two lowest levels is smallest, and let $|1\rangle,|2\rangle$ be the real eigenstates there, with $E_2-E_1=g$. Define
\begin{equation}
|D\rangle=\frac{|2\rangle-|1\rangle}{\sqrt2},\qquad |I\rangle=\frac{|2\rangle+|1\rangle}{\sqrt2}.
\end{equation}
Both have mean energy $(E_1+E_2)/2$, and they are coupled by $\langle D|H|I\rangle=(E_2-E_1)/2=g/2$.

A field change $\delta=F-F^*$ adds $e\delta z$. For a normalized eigenstate, $dE/dF=\langle dH/dF\rangle=e\langle z\rangle$, because the variation of the state does not contribute at first order. At the smallest splitting $d(E_2-E_1)/dF=0$, so $z_{22}=z_{11}$. Then
\begin{equation}
z_{DI}=\tfrac12(z_{22}-z_{11})=0,\qquad z_{DD}-z_{II}=-2z_{12}.
\end{equation}
Choose the sign of $|2\rangle$ so that $z_{12}<0$. Then $|D\rangle$ is the deeper, donor-like state and $|I\rangle$ the interface-like one. With $\kappa=2e|z_{12}|$, and apart from a common energy,
\begin{equation}
H=\frac12\begin{pmatrix}\kappa\delta&g\\ g&-\kappa\delta\end{pmatrix}
=\frac{\Delta}{2}\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix},
\quad \Delta=\sqrt{g^2+\kappa^2\delta^2}.
\label{two}
\end{equation}
The one approximation is the neglect of all other levels. It needs $g$ and $\kappa|\delta|$ to be small compared with their distance.

Direct multiplication shows that $(-\sin\theta,\cos\theta)$ has energy $-\Delta/2$ and $(\cos\theta,\sin\theta)$ has energy $+\Delta/2$. The donor weight of the lower state is
\begin{equation}
\sin^2\theta=\frac12\left(1-\frac{\kappa\delta}{\Delta}\right),
\end{equation}
which falls from one to zero over a field range of order $g/\kappa$.

\section{Which state the overlap selects}

Between two fields with angles $\theta$ and $\theta'$, the lower state overlaps the new lower state by $\cos(\theta'-\theta)$ and the new upper state by $\sin(\theta'-\theta)$. The same level wins if the angle turns by less than $\pi/4$.

Put $x=\kappa\delta/g=\cot2\theta$. Then $|d\theta/dx|=1/[2(1+x^2)]$, which is even in $x$ and falls on both sides of zero. For a given length, the interval centred on $x=0$ gives the largest turn. With $s=\kappa\Delta F/2g$ it is
\begin{equation}
\Delta\theta_{\max}=\int_{-s}^{s}\frac{dx}{2(1+x^2)}=\arctan s .
\end{equation}
This reaches $\pi/4$ at $s=1$, that is, at
\begin{equation}
\Delta F_{\rm tie}=\frac{2g}{\kappa}.
\label{tie}
\end{equation}
Any shorter step stays on its energy level, wherever it begins. A longer step centred on $F^*$ changes level and keeps the charge where it was. For a centred step the squared overlaps are
\begin{equation}
O_{\rm same}^2=\frac1{1+s^2},\qquad O_{\rm other}^2=\frac{s^2}{1+s^2}.
\label{ov}
\end{equation}
Within the two-level model the second tends to one for long steps, which explains the false reassurance described at the start.

Comparison with a fixed reference behaves differently. If each state is compared with $|D\rangle$, the squared overlaps are $\sin^2\theta$ for the lower level and $\cos^2\theta$ for the upper. The choice switches at $\delta=0$ whatever the step. A fixed donor reference therefore follows the charge configuration, whereas short steps compared with the previous state follow the energy level.

\section{Choosing the setting}

To follow the ground state through ionization:
\begin{enumerate}
\item Solve for at least three levels at the trial field, and compute their overlaps with the previous state.
\item Accept the step only if the largest overlap belongs to the same level and its square is at least a threshold $p$. Otherwise halve the step.
\item After acceptance, refine the mesh, carry the old state over and check the overlap again.
\item Lengthen the step when the overlap is close to one.
\end{enumerate}

The level condition in item 2 is essential. With a threshold of 0.8 alone, (\ref{ov}) shows that a centred leap passes as soon as $s\ge2$, or $\Delta F\ge4g/\kappa$. With the level condition, a centred step must satisfy
\begin{equation}
\Delta F\le\frac{2g}{\kappa}\sqrt{\frac1p-1},
\end{equation}
which is $g/\kappa$ for $p=0.8$.

The width need not be known in advance. A change of level index shows that a crossing lies inside the step. Since $\Delta^2=g^2+\kappa^2(F-F^*)^2$ is a parabola in $F$, three splittings then give $F^*$, $g$ and $\kappa$. Splittings from farther out locate $F^*$ only roughly, to about one width $g/\kappa$ in the example below, and only if no field lies beyond a crossing with a third level, where the parabola fails. For a reliable $g$, repeat the fit with fields within a few $g/\kappa$ of $F^*$.

Set a smallest allowed step as well. If the levels have different $m$, then $g=0$ and halving never resolves the crossing. The same happens in practice for a very deep donor whose $g$ lies below the numerical resolution. In the opposite limit, a shallow donor whose $g$ is comparable with the distance to the third level, the charge moves gradually and (\ref{tie}) loses its basis.

\section{A donor 20 nm below the interface}

Take $m_t=0.19$ and $m_l=0.92$ free-electron masses, rough silicon values, with the permittivities above. The sweep starts at $-30.4$ meV with steps of 2.5 kV/cm. Up to 17.5 kV/cm the level rises by $4.312+30.404=34.716$ meV. Divided by a force change of 1.75 meV/nm, this gives 19.8 nm, the mean depth of an electron still on the donor.

The next step, to 20.0 kV/cm, is accepted with squared overlap 0.90 because it ends just short of the crossing. Five trial steps are then rejected, bringing the step down to 0.078 kV/cm. Over the next 0.35 kV/cm the donor weight falls from 0.87 to 0.02 and the mean depth from 18.0 to 5.6 nm.

The smallest splitting is $g=0.110$ meV at $F^*=20.1$ kV/cm (0.0201 MV/cm), with $\kappa/e=14.2$ nm. Hence
\begin{equation}
\frac{eg}{\kappa}=\frac{0.1098}{14.216}\ \frac{\rm meV}{\rm nm}
=0.0077\ \frac{\rm meV}{\rm nm}\ \widehat{=}\ 0.077\ {\rm kV/cm}.
\end{equation}
The tie should lie at twice this, 0.154 kV/cm. Locating it from the overlaps of the finite-element states themselves gives the same value within the search tolerance of about 0.001 kV/cm. For a centred step of $4g/\kappa$ these states give squared overlaps of 0.200 with the same level and 0.800 with the other, as (\ref{ov}) requires. The third $m=0$ level lies 3.6 meV above the second, far more than $g$, so two levels suffice here. An interface level with $m=\pm1$ lies lower, about 2.4 meV above the pair, but it does not couple to them while the axial symmetry holds.

The mesh grows from 798 to 868 triangles during the sweep. Cutting every triangle in four at $F^*$ moves the two levels by at most 0.0075 meV and lowers $g$ by 0.4\%. The converged splitting is thus 0.109 meV, about 0.0005 meV below the value used above, and the last digits of 0.1098 and 14.216 are not significant.

The word ionization needs care. The lateral continuum at the interface starts at 17.1 meV, while the two levels lie near 9.4 meV. The electron has left the donor but is still held at the interface above it by the donor's charge, with an rms lateral radius of about 13 nm.

\section{What a real ramp selects}

The tracker's choice is numerical; a real pulse makes its own. Let the detuning grow as $\kappa\delta=\alpha t$, with $\alpha=\kappa\,dF/dt$. Removing the phases $\exp(\mp i\alpha t^2/4\hbar)$ from the two amplitudes of (\ref{two}) gives
\begin{equation}
\dot D=-\frac{ig}{2\hbar}e^{i\alpha t^2/2\hbar}I,\quad
\dot I=-\frac{ig}{2\hbar}e^{-i\alpha t^2/2\hbar}D
\ \Rightarrow\
\ddot D=\frac{i\alpha t}{\hbar}\dot D-\frac{g^2}{4\hbar^2}D .
\end{equation}
At large $|t|$ one solution is $t^{-i\nu}$ with $\nu=g^2/4\hbar\alpha$, found by dropping $\ddot D$. The other behaves as $e^{i\alpha t^2/2\hbar}$ times a power that decays as $1/|t|$. An electron starting on the donor has the first form alone at $t\to-\infty$.

Continue it to $t\to+\infty$ along a large arc in the upper half plane. The exponential solution dominates on the first half of the arc, but its coefficient is zero there, so it cannot alter the coefficient of $t^{-i\nu}$. It may appear on the second half, where it is the smaller one, and its contribution to $D$ vanishes as $t\to+\infty$. Since $t^{-i\nu}=|t|^{-i\nu}e^{\nu\arg t}$ and $\arg t$ falls from $\pi$ to 0, the amplitude shrinks by $e^{-\pi\nu}$. The probability of remaining on the donor is
\begin{equation}
P=e^{-2\pi\nu}=\exp\left(-\frac{\pi g^2}{2\hbar\kappa\,dF/dt}\right).
\end{equation}
Direct time propagation with $\hbar\alpha=1.5\,g^2$ gives 0.3509, equal to the formula at this precision. For $P=1\%$ the example needs about 230 ps per kV/cm. This assumes a linear ramp and no relaxation or dephasing. It also counts only the crossing of the two lowest levels. In the example the donor level meets the next $m=0$ interface level about $3.6/14.2$ meV/nm, or 2.5 kV/cm, above $F^*$. It passes the $m=\pm1$ level earlier, about 1.7 kV/cm above $F^*$, without coupling unless the axial symmetry is broken. If the ramp continues that far, the electron can also leave the donor there, and $P$ is then only the probability of missing the interface ground state.

\section{How far this is from phosphorus in a device}

The largest correction estimated here comes from the donor's central cell, which deepens the phosphorus ground state by roughly 15 meV. A Gaussian well of range 1 nm, adjusted to give this shift at zero field, moves $F^*$ from 20 to 30 kV/cm and lowers $g$ to about 0.01 meV. The mesh was not adapted to this well, so the new $g$ is an order of magnitude. The phosphorus ground state also spreads equally over six valleys, while the interface state uses two. Their valley overlap is at most $2/(\sqrt6\sqrt2)=0.58$, which lowers the estimate of $g$ further, to about 0.006 meV or less. With $g=0.006$ meV and $\kappa$ kept at its bare value, the 1\% ramp would take about 80 ns per kV/cm. This time varies as $1/g^2$, so it is even less certain than $g$ itself. The bare example therefore should not be used for phosphorus, and the field step must shrink along with $g$.

Two other corrections, estimated for the bare donor, are smaller. A metal gate behind 10 nm of oxide, treated by electrostatic images, raises the donor level relative to the interface level by an estimated 0.4 meV. This lowers $F^*$ by $0.4/14.2$ meV/nm, or 0.28 kV/cm, several crossing widths. Penetration into the oxide, for a rough barrier of 3.1 eV and an oxide mass of 0.4, lowers the interface level by about 0.05 meV if the plane of the self-image stays at the wall. The position of that plane matters more: moving it 0.1 nm into the oxide lowers the level by about 0.13 meV, or $F^*$ by about 0.09 kV/cm. At 4.2 K, $k_BT=0.36$ meV exceeds $g$, so both levels are populated in equilibrium near $F^*$ and the mean charge changes more gradually than the ground state suggests. The transfer field is about 7\% of a rough breakdown field of 300 kV/cm, or 10\% with the central cell included. Lateral field variation under a real gate is not included, nor is the energy splitting between the two valley combinations of the interface state, which can produce a second crossing nearby. The numerical output follows this text.

\section*{Calculated quantities}
\begin{verbatim}
hydrogen error, adaptive: 1.06e-04 hartree, 1138 unknowns
hydrogen error, uniform: -5.07e-04 hartree, 8128 unknowns
hydrogen: indicator sum / true error = 0.80
oscillator-Airy energy: mesh 17.3200, exact 17.3189 meV
masses m_t 0.19, m_l 0.92 (free-electron masses)
permittivities: Si 11.7, oxide 3.9; image factor Q 0.500
a_t 200.53, a_l 41.41 meV nm^2; C 123.07 meV nm
donor depth 20 nm; box 80 x 60 nm
indicator tolerance, two states together: 0.01 meV
zero-field donor level: -30.404 meV
triangles: 798 at zero field, 868 at end
accepted steps 12, rejected steps 5
path: F kV/cm | E meV | mean z nm | donor weight | step overlap^2
    0.0000 |  -30.404 |  20.00 | 1.0000 | 1.0000
    2.5000 |  -25.410 |  19.96 | 0.9997 | 0.9997
    5.0000 |  -20.426 |  19.91 | 0.9989 | 0.9997
    7.5000 |  -15.454 |  19.87 | 0.9975 | 0.9997
   10.0000 |  -10.493 |  19.82 | 0.9954 | 0.9997
   12.5000 |   -5.545 |  19.77 | 0.9925 | 0.9996
   15.0000 |   -0.609 |  19.71 | 0.9887 | 0.9996
   17.5000 |    4.312 |  19.65 | 0.9836 | 0.9994
   20.0000 |    9.199 |  18.01 | 0.8661 | 0.8965
   20.0781 |    9.328 |  14.06 | 0.5931 | 0.8927
   20.1562 |    9.412 |   8.09 | 0.1839 | 0.8151
   20.2344 |    9.466 |   6.25 | 0.0597 | 0.9608
   20.3516 |    9.535 |   5.64 | 0.0196 | 0.9884
field at donor weight one half: 20.096 kV/cm
crossing field Fc: 20.096 kV/cm = 0.02010 MV/cm
smallest splitting g: 0.1098 meV
levels at Fc: 9.351, 9.461, 13.056 meV
kappa/e: 14.216 nm; g/kappa: 0.0772 kV/cm
mean splitting at Fc +- g/kappa: 0.1553 meV; law 0.1553
tie step: from states 0.1545, law 0.1545 kV/cm
step 4g/kappa: overlap^2 same level 0.200, other 0.800
two-level values for that step: 0.200, 0.800
finer mesh: level change 0.00746 meV, g 0.1094 meV
ramp test, miss probability: 0.3509, law 0.3509
ramp time for 1% miss: 227.56 ps per kV/cm
lateral continuum edge at Fc: 17.097 meV
interface state: mean z 5.03 nm, rms rho 12.95 nm
central cell, deepening 15 meV, range 1.0 nm:
  Fc 29.902 kV/cm, g 0.01028 meV
valley factor on g, at most: 0.5774
central cell and valley: g at most 0.00593 meV, ramp 77884.9 ps per kV/cm
metal gate, 10 nm oxide: donor-interface shift 0.400 meV, Fc shift -0.281 kV/cm
oxide barrier 3.1 eV, mass 0.4: interface level lowered by 0.0478 meV
kT at 4.2 K: 0.3619 meV; kT equals g at 1.27 K
rough Si breakdown field 300 kV/cm; Fc is 6.70 % of it
oxide field at Fc: 60.29 kV/cm
\end{verbatim}
